When is excited-state absorption minor in a 193 nm resist exposure?

**Question.** A 193 nm pulse of 0.1 mJ/cm² falls on a resist whose chromophores have an absorption cross section of 1×10⁻¹⁷ cm². What fraction of them does it excite, and how large is the absorption by chromophores that are already excited? Does the smallness of the first number guarantee the smallness of the second?

**Answer.** The first number follows from counting photons. One photon carries hc/λ = 1.0292×10⁻¹⁸ J, or 6.424 eV, so the photon fluence is

F = (1×10⁻⁴ J/cm²)/(1.0292×10⁻¹⁸ J) = 9.716×10¹³ cm⁻².

Let s₀ be the ground-state cross section, to base e and averaged over orientations. The mean number of absorptions per chromophore, as long as nearly all remain in the ground state, is

x = s₀F = 9.716×10⁻⁴.

About 0.1 percent of the chromophores are excited. The second number needs a model, because it also depends on how strongly an excited chromophore absorbs and on how long it stays excited.

**Counting the two kinds of absorption**

Let n₁ be the fraction of chromophores in the excited level 1, and 1 − n₁ the fraction in the ground level. Level 1 absorbs with cross section s₁ and decays with lifetime τ. The upper state reached by this second absorption is assumed to return to level 1 quickly, so excited-state absorption does not change n₁. Stimulated emission at 193 nm is left out, and the film is thin enough for all chromophores to see the same photon flux I(t). Then

dn₁/dt = s₀I(1 − n₁) − n₁/τ.

Let m be the average of n₁ over the photons of the pulse:

m = (1/F) ∫ I n₁ dt.

Per chromophore, the numbers of ground-state and excited-state absorptions are

G = s₀ ∫ I(1 − n₁) dt = x(1 − m),

E = s₁ ∫ I n₁ dt = r x m, with r = s₁/s₀.

Their ratio is

R = E/G = r m/(1 − m).

The total absorption is a different measure. If every chromophore stayed in the ground state it would be x, and its relative change from that value is

D = (G + E)/x − 1 = (1 − m) + r m − 1 = (r − 1)m.

If s₁ = s₀, D vanishes although R does not: excited chromophores absorb, but just as strongly as the ground-state ones they replace.

**One pulse without decay**

Suppose first that τ is much longer than the pulse. Let f be the fluence delivered so far, so that df = I dt. The rate equation becomes

dn₁/df = s₀(1 − n₁), hence n₁ = 1 − exp(−s₀f)

for initially unexcited material. Averaging over f from 0 to F gives

m = 1 − [1 − exp(−x)]/x.

Inserting this in R gives

R = r{x/[1 − exp(−x)] − 1}.

Time has dropped out, so the pulse shape does not matter. For small x, the expansion x/[1 − exp(−x)] = 1 + x/2 + x²/12 + … gives

R ≈ r x/2 = s₁F/2.

The factor 1/2 arises because the excited population in a weak pulse grows in proportion to the fluence delivered so far: the average photon meets half of the final population.

The ground-state cross section has cancelled. A weaker ground-state absorber has fewer excited chromophores, but also fewer ground-state absorptions to compare with. The excited fraction s₀F therefore cannot by itself tell whether excited-state absorption is minor. The relevant number is s₁F.

Take a deliberately strong excited-state absorber, s₁ = 1×10⁻¹⁶ cm². Then s₁F = 9.716×10⁻³ and

R ≈ 0.009716/2 = 0.486 percent.

If s₀ is reduced a thousandfold with s₁ and F held fixed, the excited fraction falls to about 10⁻⁴ percent, while R remains 0.486 percent. For s₁ = s₀ = 1×10⁻¹⁷ cm², R is 0.049 percent.

To reach R = 10 percent in one pulse without decay, s₁F must be about 0.2, provided s₀F is still small. For the strong absorber this means F ≈ 2×10¹⁵ cm⁻² (the full expression gives 1.993×10¹⁵ cm⁻², or 2.05 mJ/cm²), about twenty times the fluence considered here.

**Decay during the pulse**

Decay can only reduce R for a pulse that starts on unexcited material. Let δ be the value of n₁ without decay minus its value with decay, for the same I(t). Subtracting the two rate equations gives

dδ/dt = −s₀Iδ + n₁/τ,

where n₁ is the population with decay. Since δ starts at zero and its source n₁/τ is never negative, δ cannot become negative. Decay thus lowers m, and R rises with m. The no-decay expression is therefore an upper limit for any pulse shape within this model.

For a weak rectangular pulse of length T, put I = F/T and 1 − n₁ ≈ 1. The solution is

n₁(t) = x(τ/T)[1 − exp(−t/τ)].

Its average over the pulse, with u = T/τ, is

m = x g(u), g(u) = [u − 1 + exp(−u)]/u².

To leading order this gives

R = s₁F g(u), D = (s₁ − s₀)F g(u).

For u → 0, g tends to 1/2 and the previous result returns. For u ≫ 1, g tends to 1/u and R tends to s₁(F/T)τ. In that limit the photon flux counts, because the population forgets photons that arrived more than a few lifetimes earlier.

With T = 50 ns and τ = 10 ns, u = 5 and g = (4 + exp(−5))/25 = 0.1603. Hence

R = 0.009716 × 0.1603 = 0.156 percent,

and D = 0.140 percent. For this pulse, excited-state absorption is indeed a minor correction to the absorbed light.

**Many pulses and long-lived states**

A resist is exposed by a train of pulses. Let q = exp(−t_p/τ) be the fraction of the excited population that survives one pulse period t_p, with τ now much longer than a pulse. Taking the largest possible yield, let every excitation enter this long-lived level at once.

As long as n₁ stays small, each pulse adds x to the population. After j earlier pulses, the population left at the start of the next one is

x(q + q² + … + q^j) = x q(1 − q^j)/(1 − q).

The pulse itself contributes x/2 on average. Averaging over N pulses, j = 0 to N − 1, requires the sum of 1 − q^j, which is N − (1 − q^N)/(1 − q). Therefore

R = s₁F {1/2 + q/(1 − q) − q(1 − q^N)/[N(1 − q)²]}.

Consider 200 pulses at 6 kHz, which deliver 20 mJ/cm² with a period of 166.7 μs. For a lifetime of 20 μs, q is 2.4×10⁻⁴ and R stays at 0.486 percent: each pulse meets nearly fresh material. For a lifetime of 1 ms, q = 0.8465, and the three terms in braces give

0.5 + 5.515 − 0.180 = 5.835,

so R = 0.009716 × 5.835 = 5.7 percent. R reaches 10 percent at a lifetime of about 1.8 ms.

If nothing decays during the exposure, the pulses act as one long pulse, and the no-decay formula holds with x replaced by X = Nx = 0.1943. Its expansion gives

R ≈ 10(X/2 + X²/12) = 10(0.0972 + 0.0031) = 1.00.

Excited-state absorption then equals ground-state absorption, although only 17.7 percent of the chromophores are excited at the end. The tenfold larger cross section makes up for the smaller population. Solving R = r m/(1 − m) for m gives m = R/(r + R) = 0.091, so the total absorption lies D = 9 × 0.091, or about 80 percent, above its linear value.

The scaling at fixed total dose follows. If the population dies between pulses, and pulse length and lifetime are held fixed, R is proportional to the fluence per pulse, so more and weaker pulses reduce it. If the population survives the whole exposure, dividing the dose differently changes nothing.

**A minor absorption can still matter chemically**

Suppose a ground-state absorption leads to a product with yield y₁, and an excited-state absorption leads to a product with yield y₂. The amounts stand in the ratio

E y₂/(G y₁) = R y₂/y₁.

With R = 0.156 percent, the two amounts are equal when y₁ = 0.00156 y₂. A reaction that needs the upper state can therefore compete if the one-photon reaction is inefficient enough. If such a reaction destroys the chromophore, the assumed return to level 1 fails. The effect is largest if every excited-state absorption destroys a chromophore, which is assumed here. For a weak pulse without decay, the population then obeys dn₁/df = s₀ − s₁n₁, so n₁ ≈ s₀f − s₀s₁f²/2. Integrating over f gives s₀F²/2 − s₀s₁F³/6, which is lower than before by the fraction s₁F/3. This reduces R by 0.32 percent of its own value. For the pulse train the loss matters more, because s₁ times the total fluence is 1.94: it lowers R from 5.7 to 5.4 percent for a lifetime of 1 ms, and, if nothing decays, lowers R from 100 to 57 percent and D from 82 to 43 percent.

**What the model leaves out**

Chromophores in a solid film may not rotate during the pulse. Linearly polarized light then excites mainly those whose transition moments lie near the polarization axis. At angle θ to that axis the ground-state cross section is 3s₀cos²θ. If the excited-state moment is parallel to the ground-state one, the weak-pulse R is multiplied by 9⟨cos⁴θ⟩ = 9/5. If it is perpendicular, with all directions around the first moment equally likely, its mean squared component along the axis is sin²θ/2, and the factor is (9/2)(1/3 − 1/5) = 3/5.

A standing wave also raises the local fluence at its maxima. For 1 percent reflectance at the bottom of the resist, the peak factor relative to the forward wave is (1 + 0.1)² = 1.21. Both enhancements applied to the no-decay value give 0.486 × 1.8 × 1.21 = 1.06 percent locally at a maximum, still small for a single pulse; averaged over a period of the standing wave, the factor on R is only 1.03. In the pulse train, fixed parallel moments raise R from 5.7 to about 10 percent for a lifetime of 1 ms, and from 100 to about 180 percent if nothing decays.

Other omissions are sized with rough assumed parameters. Simultaneous two-photon absorption, with a cross section of 10⁻⁴⁹ cm⁴ s, is about 2×10⁻¹¹ of ground-state absorption. Stimulated emission as strong as s₀ would amount to x/2, or 0.05 percent. For 10²⁰ chromophores per cm³, they absorb 1 percent of the light in a 100 nm film, and this absorption heats the film by at most about 0.06 K per pulse, for a heat capacity of 1.8 J/(cm³ K) and no heat flow; conduction out of so thin a film during a 50 ns pulse lowers the rise. Any absorption by the polymer adds to the heating.

Encounters between excitations deserve more attention. Without decay, and with excited chromophores placed at random, the chance that one has another within 3 nm is 1.1 percent. If such pairs annihilate, the effect on n₁ within a single pulse is small, but one partner may be raised to an upper state. Each pair yields at most one upper state, so there is up to about one upper state per 200 excitations, or 0.5 percent. This is similar to the 0.486 percent found for R without decay, so annihilation could rival excited-state absorption as a source of upper-state chemistry. The 3 nm reach is an assumption, and migration of the excitation is not included. Accumulated populations are affected far more: with immediate annihilation at this reach and no decay through 200 pulses, the final excited fraction is about 8 instead of 17.7 percent and R is about 56 instead of 100 percent, while for a lifetime of 1 ms R falls only from 5.7 to about 5.3 percent.

**Reading the result for a real exposure**

The pulse length, repetition rate and dose are rough typical values for an ArF scanner exposing a chemically amplified resist. The fluence per pulse is an example value: at the same repetition rate and dose, a faster scan uses fewer and stronger pulses, and the single-pulse R rises in proportion to their fluence while s₁F stays small. The long-lived case rises too: 47 pulses of 0.43 mJ/cm² give R = 2.1 percent for one pulse without decay and 22 percent for a lifetime of 1 ms. The values of s₀ and s₁ are assumptions, not measured properties of a particular resist, and s₁ is not an upper limit: the allowed band of a phenyl ring reaches a cross section of order 10⁻¹⁶ cm² at its maximum already from the ground state. The assumption most open to failure is that of a single short-lived excited level: triplet states or other long-lived intermediates may survive into later pulses. With every excitation entering the long-lived state, a lifetime of 1 ms moves R from 0.156 to 5.7 percent, and survival through the whole exposure moves it to about 100 percent. The last figure assumes freely rotating chromophores, return of the upper state to level 1 and no annihilation; loss of the upper state or annihilation roughly halves it, and fixed parallel moments nearly double it. A smaller yield of the long-lived state reduces its contribution in proportion while the populations remain small.

Excited-state absorption is thus a minor part of the absorbed light when s₁F ≪ 1 for each pulse and the excited population disappears between pulses. An excited fraction of 0.1 percent per pulse establishes neither condition. The numerical output below gives the individual values.

Computed results

```
wavelength: 193 nm
photon energy: 6.424 eV
photon energy: 1.0292e-18 J
pulse fluence: 0.1 mJ/cm^2
photon fluence F: 9.716e+13 cm^-2
s0: 1.0e-17 cm^2; s1: 1.0e-16 cm^2
molar absorptivity, ground: 2615 L/(mol cm)
molar absorptivity, excited: 26154 L/(mol cm)
x = s0 F: 9.716e-04; s1 F: 9.716e-03
excited fraction, no decay: 0.0971 %
pulse length: 50 ns; lifetime: 10 ns
u: 5.0; decay factor g: 0.1603
excited at pulse end, with decay: 0.0193 %
R, no decay: 0.486 %
R, with decay: 0.156 %
D, no decay: 0.437 %
D, with decay: 0.140 %
R for s1 = s0, no decay: 0.0486 %
weaker ground absorber, s0: 1.0e-20 cm^2
  its excited fraction: 9.72e-05 %
  its R, no decay: 0.486 %
pulse fluence for R = 10 %: 2.05 mJ/cm^2
y1/y2 for equal products, no decay: 0.00486
y1/y2 for equal products, with decay: 0.00156
repetition rate: 6000 Hz; period: 166.7 us
pulses: 200; dose: 20 mJ/cm^2
long-lived state, lifetime 20 us:
  survival q: 2.404e-04
  R over exposure: 0.486 %
  excited after last pulse: 0.097 %
long-lived state, lifetime 1000 us:
  survival q: 8.465e-01
  R over exposure: 5.669 %
  excited after last pulse: 0.629 %
no decay at all, R over exposure: 100.3 %
  excited after last pulse: 17.7 %
lifetime for R = 10 %: 1.81 ms
change of R if upper state is lost: -0.323 %
orientation factor, parallel: 1.80
orientation factor, perpendicular: 0.60
bottom reflectance: 1 %
standing-wave peak factor: 1.21
R, no decay, both factors: 1.06 %
two-photon cross section: 1e-49 cm^4 s
two-photon / ground absorption: 1.9e-11
stimulated emission, size x/2: 0.049 %
chromophore density: 1e+20 cm^-3
excited density, no decay: 9.71e+16 cm^-3
pair-annihilation radius: 3 nm
chance of excited neighbour: 1.09 %
heat capacity: 1.8 J/(cm^3 K)
heating per pulse: 0.056 K
film thickness: 100 nm
absorbed by chromophores in film: 1.00 %
```
